Coexistence probabilities from ternary hulls with correlated formation-energy errors

In a model system of a metal M, a semiconductor Q and oxygen, the reaction that would destroy contact between an MO2 film and a Q substrate costs 0.150 eV, with a standard deviation of 0.151 eV. A Gaussian variable whose mean lies one standard deviation above zero is positive with probability 0.84. Yet when the whole phase diagram is rebuilt many times with errors of this size, MO2 and Q coexist in only 69% of the cases. Nor does the remaining 31% belong to the competing pair, MQ2 and QO2, which coexists in 9%. In the other 22% neither pair does.

A single hull built from the mean energies shows none of this. It draws the Q–MO2 tie line and says nothing more. The scheme below follows from asking what that hull omits.

**What one hull decides**

Let phase i have atomic fractions x_i = (x_M, x_Q, x_O) and formation energy E_i per atom, with E = 0 for the elements by definition. The phases are M, Q, O, MQ, MQ2, MO, MO2, QO2 and MQO4, all of fixed composition. Their energies are round model parameters and describe no particular material. Entropy, pressure, interface energy and kinetics are left out, so "stable" means part of the mixture with the lowest bulk formation energy within this list.

Take three phases T whose compositions are not collinear. They fix chemical potentials μ through μ·x_t = E_t for t in T. Any other composition can be written as

x_k = Σ_t λ_kt x_t.

Its height on the plane through T is therefore μ·x_k = Σ_t λ_kt E_t. The triangle T is stable if every other phase lies above that plane:

E_k − Σ_t λ_kt E_t > 0 for all k outside T.

To see why, consider a mixture with atom shares n_i ≥ 0 and overall composition x = Σ_i n_i x_i. Subtracting μ·x from its energy gives

Σ_i n_i E_i − μ·x = Σ_i n_i (E_i − μ·x_i) ≥ 0.

Equality requires all the material to be in T. Inside the triangle, T is thus the equilibrium assemblage. Its edges are tie lines, and the stable triangles together tile the composition triangle.

**First repair: ask about a tie line, not one reaction**

A tie line i–j needs some plane that touches i and j and passes below everything else. Choose a reference composition r off the line, and let t be the height of the plane there. Write

x_k = a_k x_i + b_k x_j + c_k x_r,
e_k = E_k − a_k E_i − b_k E_j.

Phase k lies above the plane if e_k > c_k t. For c_k > 0 this is an upper bound on t, and for c_k < 0 a lower bound. For c_k = 0 the phase is collinear with i and j, and the condition is e_k > 0. The tie line exists when the interval left for t is open.

Now take k with c_k > 0 and l with c_l < 0. The lower bound must be below the upper one:

e_l/c_l < e_k/c_k.

Multiplying by the positive number c_k|c_l| and using |c_l|/c_l = −1 gives

|c_l| e_k + c_k e_l > 0.

In the combination |c_l| x_k + c_k x_l the reference composition cancels, so the mixture lies on the line through i and j. The inequality says that the mixture of k and l has a higher energy than the corresponding combination of i and j. A tie line must win against every such pair, and a single reaction energy tests just one of them.

For the film on its substrate, the obvious pair is MQ2 and QO2:

MO2 + 3Q → MQ2 + QO2, reaction energy U.

These formula units contain three atoms each and E(Q) = 0, so

U = 3E(MQ2) + 3E(QO2) − 3E(MO2)
= −1.05 − 9.00 + 10.20 = 0.15 eV,

or 14.5 kJ/mol. There is also the ternary oxide MQO4, whose composition lies midway between MO2 and QO2. Let V be the energy released when it forms:

MO2 + QO2 → MQO4,
V = 3E(MO2) + 3E(QO2) − 6E(MQO4)
= −10.20 − 9.00 + 19.26 = 0.06 eV.

Adding the second reaction to the first, and then subtracting it instead, gives two more competitions:

2MO2 + 3Q → MQ2 + MQO4, energy U − V,
MQO4 + 3Q → MQ2 + 2QO2, energy U + V.

The Q–MO2 line survives if both U and U − V are positive. The MQ2–QO2 line needs both U and U + V to be negative. As long as the remaining phases do not interfere,

Q–MO2 exists for U > max(0, V),
MQ2–QO2 exists for U < −max(0, V),
neither exists for V > 0 and |U| < V.

In the third case, with more than 3Q available per 2MO2, the film and substrate react to a three-phase product, written here for 6Q:

2MO2 + 6Q → MQ2 + MQO4 + 3Q.

This lowers the energy, because U − V < 0. Going on to MQ2 and QO2 would raise it, because U + V > 0.

The opening numbers now have an explanation. The probability that U is positive is 0.84, but Q–MO2 keeps only 0.693 of it and loses 0.147 to the band 0 < U < V. Of the 0.16 with U negative, MQ2–QO2 keeps 0.089 and loses 0.071 to the band −V < U < 0. The two losses add to the 0.218 found for "neither".

Two limits show when the simpler estimate is adequate and when it fails completely. If V is almost surely negative, MQO4 is absent, the band closes, and the two probabilities add to one. If V is almost surely larger than |U|, both tie lines disappear, however accurately the sign of U is known.

**Second repair: keep errors that belong together**

Suppose each formation energy has a known standard deviation. Drawing the energies independently would seem cautious, but it changes the problem. Errors in computed formation energies have common causes, and a reaction energy may cancel or add them.

Here the energies are Gaussian about their means, with four shared errors:

- r, the oxygen reference, standard deviation 0.20 eV per O atom;
- a_M, oxidized M, 0.10 eV per M atom;
- a_Q, oxidized Q, 0.08 eV per Q atom;
- b, M bound in MQ or MQ2, 0.06 eV per M atom.

Each compound also has a local error ℓ_i of 0.01 eV/atom. The shared and local errors are mutually independent. Multiplying by the atomic fractions gives, for the compounds in U and V,

δ(MO2) = 2r/3 + a_M/3 + ℓ(MO2),
δ(QO2) = 2r/3 + a_Q/3 + ℓ(QO2),
δ(MQO4) = 2r/3 + (a_M + a_Q)/6 + ℓ(MQO4),
δ(MQ2) = b/3 + ℓ(MQ2).

Insert these into U. The oxygen terms are 3(2r/3) − 3(2r/3) = 0, which leaves

δU = b + a_Q − a_M + 3[ℓ(MQ2) + ℓ(QO2) − ℓ(MO2)].

The variance is

0.06² + 0.08² + 0.10² + 27 × 0.01² = 0.0227 eV²,

and its square root is 0.151 eV. In V the r terms give 2 + 2 − 4 = 0, and the a_M and a_Q terms each give 1 − 1 = 0. Only local errors remain:

δV = 3ℓ(MO2) + 3ℓ(QO2) − 6ℓ(MQO4),
variance (9 + 9 + 36) × 0.01² = 0.0054 eV².

The standard deviation is 0.0735 eV, about half that of U.

In general, let ν_i be the coefficient of E_i in a reaction energy and Σ_ij the covariance of the errors. Then

variance = Σ_i Σ_j ν_i ν_j Σ_ij.

A positive covariance between a reactant and a product reduces this sum, while one between two products increases it. Correlation is therefore not a uniform reduction of error.

The comparison with independent errors makes this concrete. Keeping each compound's standard deviation but discarding all correlations raises the deviation of U to 0.585 eV and that of V to 0.999 eV. The probability of Q–MO2 falls to 0.385.

One might blame the oxygen reference alone and remove it before discarding the other correlations. The deviation of U then returns to 0.151 eV, because b, a_Q and a_M each enter U through a single compound. The probability nevertheless comes out as 0.596, not 0.693. The deviation of V is now 0.195 eV, since the a_M and a_Q errors of MQO4 no longer cancel those of the binary oxides. A correct error bar on the main reaction does not ensure a correct tie-line probability.

**When the oxygen reference drops out**

The cancellation of r extends beyond U and V, but it has a condition. If c x_O were added to the energy of every phase, elemental oxygen included, the quantity E_k − Σ_t λ_kt E_t would not change, because x_O obeys the same linear relation as the energies on a plane. The hull would merely be sheared.

A reference error is different: it shifts the compounds while elemental oxygen stays at zero. For a stable triangle without O, μ_O becomes μ_O + c, and the triangle survives as long as

μ_O + c < 0.

For the mean energies, the triangle Q + QO2 + MQO4 sets the limit. There μ_Q = 0, and QO2 gives (2/3)μ_O = −3.00 eV, so μ_O = −4.50 eV. All other stable triangles without O have a lower μ_O. The part of the diagram they leave uncovered is the triangle O–MO2–QO2, which has no phase in its interior and MQO4 on its edge. It can therefore only be divided by joining O to MQO4, so the whole diagram survives up to c = 4.50 eV per O atom.

Tests just below and just above this value found the diagram unchanged and changed, respectively. With the assumed deviation of 0.20 eV, removing r altered none of the 100,000 sampled diagrams. The protection covers which phases coexist, not the oxygen potential at which they do so. In every triangle without O that potential moves by c, and a comparison with an imposed oxygen pressure inherits the full reference error.

**The sampling scheme**

The repairs lead to the following procedure.

1. Choose the phase list, the mean energies and the shared and local errors. Correct any known bias in the means.
2. Draw each shared error once per diagram and each local error once per compound. Add them to the means, keeping the elements at zero.
3. Test all non-collinear triples for stability and record the stable triangles. Read the tie lines from the same triangles.
4. Repeat, and average the indicator of each tie line, triangle or complete diagram.

With n phases there are of order n³ triples, each tested against n − 3 others. The work per diagram grows as n⁴ if only the nonzero coefficients of each test are used, and as n⁵ with the dense matrices of the program. This is simple and fast for nine phases; a geometric hull algorithm is preferable for long lists. The triangles agreed with such an algorithm in all 400 diagrams compared, and the tie lines agreed with the interval criterion derived above. In 120 further comparisons, direct minimization of the energy at the composition MO2 + 3Q gave Q + MO2 as the equilibrium assemblage in just those draws where that tie line was present.

The indicator of an event with probability p has mean p and variance p − p² = p(1 − p). For N independent draws the estimate is unbiased, with standard error

√[p(1 − p)/N].

For p = 0.693 and N = 100,000 this is 0.0015. It measures sampling noise alone, not doubt about the error model. Rare events need separate care: the chance of never seeing one is (1 − p)^N ≈ exp(−Np). Zero occurrences therefore give an upper limit of about 3/N at 95% confidence, not a probability of zero.

When the other phases do not interfere, the two main probabilities can also be found without sampling. Let m_U and m_V be the means, s_U and s_V the standard deviations, and C the covariance of U and V. At fixed V = v, U is Gaussian with

mean m(v) = m_U + (C/s_V²)(v − m_V),
variance s² = s_U² − C²/s_V².

With Φ the cumulative normal distribution and p(v) the density of V,

P(Q–MO2) = ∫ p(v) Φ([m(v) − max(0, v)]/s) dv,
P(MQ2–QO2) = ∫ p(v) Φ([−m(v) − max(0, v)]/s) dv.

In the correlated model C = 0, because the local errors of MO2 and QO2 contribute −9 and +9 times the same variance. With MQ and MO left out, quadrature gives 0.6935 and 0.0884, and sampling gives 0.6928 and 0.0891. The differences are within the sampling error.

**What the other phases do**

Restoring MQ and MO leaves these sampled values unchanged to four digits in the correlated model. With independent errors and no reference error, however, P(Q–MO2) falls from 0.603 to 0.596. A fall is the only possible direction when the same draws are used: a new phase adds inequalities to an existing tie line and removes none. For the same reason, leaving out a phase of some other composition never makes the reported probability of an existing tie line too low; it leaves it unchanged or too high. A missing polymorph of an end member is a different case. A second structure of MO2 with lower energy raises U and lowers V, so coexistence of Q with some form of MO2 becomes more likely than reported.

One of the added conditions involves the decomposition MQ2 → MQ + Q, which costs 2E(MQ) − 3E(MQ2) = 0.15 eV. The shared error b cancels in it, leaving a deviation of √13 × 0.01 = 0.036 eV. Independent errors raise this to about 0.09 eV, so MQ2 is sometimes unstable. The triangle Q + MQ2 + MQO4 is then impossible, which is one way for its probability, 0.306, to fall below the 0.332 for "neither". In the correlated model both are 0.218.

Elsewhere in the diagram there is a true two-way choice. MQ–MO2 has probability 0.865 and its rival MQ2–MO has 0.135, adding to one within rounding. As long as the four sides of their quadrilateral are tie lines, one of the two diagonals must be present, because no listed phase lies inside to offer a third outcome.

**Joint statements need joint counts**

A question about the film may involve more than one feature of the diagram. MQO4 is on the hull with probability 0.793, and Q–MO2 is present with probability 0.693. Their product is 0.549. When both hold, the region Q–MO2–QO2 has MQO4 on its edge and can only be divided by joining Q to MQO4, so the joint event is the triangle Q + MO2 + MQO4. It occurs with probability 0.519. The events are linked through V: a larger V favours MQO4 and makes U > V harder to satisfy.

Conditional probabilities show the size of the effect. When MQO4 is on the hull, the film coexists with the substrate in 0.519/0.793 = 65% of cases. When it is absent, the figure is (0.693 − 0.519)/(1 − 0.793) = 84%, the value expected from U alone. Establishing whether MQO4 is stable would therefore change the assessment of the film, even with no better value for U.

The complete diagram drawn from the mean energies has a probability of 0.415, and 17 different diagrams occurred in the sample. That diagram remains a sensible summary of the means, but under this error model it is more likely than not to be wrong somewhere. For the film, the result to report is 69% for coexistence with Q, 9% for the rival pair and 22% for neither, which with Q in excess means the three-phase product Q + MQ2 + MQO4. These figures are conditional on the phase list, the mean energies and the assumed covariance. The numerical output below gives the remaining uncertain tie lines.

Calculated quantities

```
MODEL INPUT: mean and standard deviation, eV/atom
  MQ     -0.450  0.0316
  MQ2    -0.350  0.0224
  MO     -2.700  0.1122
  MO2    -3.400  0.1378
  QO2    -3.000  0.1363
  MQO4   -3.210  0.1354
sd oxygen reference: 0.20 eV per O atom
sd oxidized M: 0.10 eV per M atom
sd oxidized Q: 0.08 eV per Q atom
sd M in silicide: 0.06 eV per M atom
sd local error: 0.01 eV/atom; draws: 100000
Nominal stable triangles:
  M + MQ + MO
  Q + MQ2 + MO2
  Q + MO2 + MQO4
  Q + QO2 + MQO4
  O + MO2 + MQO4
  O + QO2 + MQO4
  MQ + MQ2 + MO2
  MQ + MO + MO2
Mean U: 0.150 eV = 14.5 kJ/mol
Mean V: 0.060 eV
sd U, sd V, full covariance: 0.1507, 0.0735 eV
sd U, sd V, diagonal: 0.5854, 0.9991 eV
sd U, sd V, diagonal, no O ref: 0.1507, 0.1954 eV
Probabilities: Q-MO2, MQ2-QO2, neither, Q+MQ2+MQO4
  full covariance     0.6928 0.0891 0.2181 0.2181
  diagonal            0.3854 0.2168 0.3977 0.3013
  diagonal, no O ref  0.5964 0.0714 0.3321 0.3063
Standard error of P(Q-MO2), full covariance: 0.0015
Seven phases: sampled and quadrature P(Q-MO2), P(MQ2-QO2)
  full covariance     0.6928 0.6935  0.0891 0.0884
  diagonal, no O ref  0.6026 0.6029  0.0731 0.0742
P(MQO4 on hull): 0.7926
P(Q+MO2+MQO4): joint 0.5188, product 0.5491
P(whole nominal diagram): 0.4152
Distinct diagrams sampled: 17
O-reference shift threshold: 4.500 eV per O atom
Uncertain tie lines (0.005 < P < 0.995), full covariance:
  Q-MO2      0.6928
  Q-MQO4     0.7369
  O-MQO4     0.7926
  MQ-MO2     0.8646
  MQ2-MO     0.1354
  MQ2-QO2    0.0891
  MQ2-MQO4   0.2737
  MO2-QO2    0.2074
  MO2-MQO4   0.7926
  QO2-MQO4   0.7926
```
